# Square-root diffusivity for ternary couples: algorithm and conditioning

Two blocks of a ternary alloy are joined at a flat interface and annealed. A difference in component 1 drives a flux of component 1 and also one of component 2, so four interdiffusion coefficients are needed. One couple gives two numbers, the net amounts of components 1 and 2 that have crossed the interface. A second couple with a different composition step supplies two more. The square-root diffusivity method turns these four numbers into the four coefficients, with an accuracy that depends on how different the two steps are and how long.

## Model and conventions

Let $c=(c_1,c_2)^T$ be mole fractions, with $c_3=1-c_1-c_2$. The molar volume is constant, the temperature uniform, and the couple so long that its ends keep their compositions. Fluxes are measured in the volume-fixed frame, as mole fraction times velocity.

If $g(c_1,c_2)$ is the free energy per atom, then $\partial g/\partial c_i=\mu_i-\mu_3$. Onsager's linear law and the chain rule give

$$J=-L\,\partial_x\begin{pmatrix}\mu_1-\mu_3\\ \mu_2-\mu_3\end{pmatrix}=-LG\,\partial_x c,\qquad G_{ij}=\frac{\partial^2 g}{\partial c_i\partial c_j}.$$

Hence $D=LG$. Here $L$ is symmetric by reciprocity and positive definite because diffusion dissipates free energy; $G$ is symmetric, and positive definite in a stable solution. Since

$$G^{1/2}DG^{-1/2}=G^{1/2}LG^{1/2}$$

is symmetric and positive definite, $D$ is diagonalizable with real positive eigenvalues. It therefore has a principal square root $r$, the root whose eigenvalues are all positive.

$D$ is taken as constant across the step. The diffusion equation contains neither $\hbar$ nor the electron mass or charge, so the algebra has the same form in atomic units. Numbers below use eV, Å and seconds.

## From one step to the crossed amount

Let $\Delta=c_L-c_R$ be the composition step, left minus right, and $\bar c$ the mean of the end compositions. We solve $\partial_tc=D\,\partial_x^2c$ with the step at $x=0$.

Write $D=V\Lambda V^{-1}$, $w=V^{-1}(c-\bar c)$ and $\omega=V^{-1}\Delta$. Each $w_a$ obeys a scalar diffusion equation with diffusivity $\lambda_a$, starting from $+\omega_a/2$ on the left and $-\omega_a/2$ on the right. The solution is

$$w_a=-\frac{\omega_a}{2}\,\mathrm{erf}(\eta),\qquad \eta=\frac{x}{2\sqrt{\lambda_at}},$$

because $\partial_t\mathrm{erf}(\eta)=-\eta\,\mathrm{erf}'(\eta)/(2t)$, while $\mathrm{erf}''=-2\eta\,\mathrm{erf}'$ makes $\lambda_a\partial_x^2\mathrm{erf}(\eta)=\mathrm{erf}''(\eta)/(4t)$ the same.

The amount gained on the right, $S=\int_0^\infty(c-c_R)\,dx$, has the modal components

$$\frac{\omega_a}{2}\,2\sqrt{\lambda_at}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=\omega_a\sqrt{\frac{\lambda_at}{\pi}}.$$

The integral is $1/\sqrt\pi$: integration by parts turns it into $(2/\sqrt\pi)\int_0^\infty\eta e^{-\eta^2}d\eta$. Multiplying by $V$ gives

$$S=\sqrt{\frac{t}{\pi}}\;r\,\Delta .$$

The amount is linear in $r$, not in $D$. Put two steps into the columns of $X=[\Delta_1\;\Delta_2]$ and their amounts into the columns of $S$. If $X$ is invertible,

$$r=kSX^{-1},\qquad k=\sqrt{\pi/t},\qquad D=r^2 .$$

To make synthetic data one needs $r$ from $D$. The Cayley–Hamilton theorem gives $r^2-(\mathrm{tr}\,r)\,r+(\det r)I=0$. With $\det r=\sqrt{\det D}$ and $\mathrm{tr}\,D=(\mathrm{tr}\,r)^2-2\det r$,

$$r=\frac{D+\sqrt{\det D}\,I}{\sqrt{\mathrm{tr}\,D+2\sqrt{\det D}}}.$$

## The algorithm

Each profile is sampled at $N$ cell midpoints of spacing $h$, with no point at $x=0$. The gain on the right and the loss on the left are averaged.

```
input: t, h, positions x[i], end compositions cL[j], cR[j],
       profiles c[j][i] for couples j = 1, 2
for j = 1, 2:
    X[:,j] = cL[j] - cR[j]
    gain   = h * sum over x[i] > 0 of (c[j][i] - cR[j])
    loss   = h * sum over x[i] < 0 of (cL[j] - c[j][i])
    S[:,j] = (gain + loss) / 2
compute the smallest singular value of X
if it is zero to working accuracy: stop, steps are collinear
solve r X = sqrt(pi/t) S for r
if trace(r) <= 0 or det(r) <= 0: reject
D = r r
report D with the error estimate derived below
```

The cost is $O(N)$ additions and a fixed amount of $2\times2$ algebra. No iteration or starting guess is needed.

**Sampling error.** On a cell centred at $x_i$, the integral of $f$ exceeds $hf(x_i)$ by $h^3f''(x_i)/24$ to leading order. Summing over the right side with $f=c-c_R$, the midpoint rule exceeds the integral by $h^2c'(0)/24$. The left side gives the same excess. From the profile,

$$c'(0)=-\frac{r^{-1}\Delta}{2\sqrt{\pi t}},$$

so $\delta S=-h^2r^{-1}\Delta/(48\sqrt{\pi t})$. Multiplication by $k$ and removal of $\Delta$ give $\delta r=-h^2r^{-1}/(48t)$, hence

$$\delta D=r\,\delta r+\delta r\,r=-\frac{h^2}{24t}I .$$

**Origin error.** If the interface is placed at $x=\varepsilon$, the gain changes by $-\varepsilon\Delta/2-\varepsilon^2c'(0)/2$ and the loss by $+\varepsilon\Delta/2-\varepsilon^2c'(0)/2$. The linear terms cancel in the average. An $\varepsilon$ common to both couples leaves $\delta r=\varepsilon^2r^{-1}/(4t)$ and

$$\delta D=\frac{\varepsilon^2}{2t}I$$

to leading order. Neither shift is amplified by nearly parallel steps. Different origin errors are another matter: then $\delta r=r^{-1}X\,\mathrm{diag}(\varepsilon_1^2,\varepsilon_2^2)X^{-1}/(4t)$, and $X^{-1}$ no longer cancels.

**Profile noise.** Let every sampled mole fraction $c_1$, $c_2$ carry independent noise of standard deviation $\sigma_c$, with the end compositions known exactly. Each entry of $S$ receives $(h/2)\sum_i\pm\nu_i$, whose standard deviation is

$$s=\tfrac12h\sigma_c\sqrt N .$$

Exact end compositions are a strong assumption. Errors $\delta c_L$, $\delta c_R$ in them are summed over the whole window and shift $S$ by $(Nh/4)(\delta c_L-\delta c_R)$, which grows as $N$ rather than $\sqrt N$. In the example below, independent end errors of $5\times10^{-5}$, a tenth of $\sigma_c$, already disturb $S$ about as much as the profile noise does. The error estimates that follow leave this term out.

## How the steps control the error of $r$

Let $E$ be the error of $S$. Then $\delta r=kEX^{-1}$, and in the spectral norm

$$\|\delta r\|_2\le\frac{k\|E\|_2}{\sigma_{\min}(X)} .$$

Equality occurs when $E$ is a rank-one matrix $uv^T$ with $v$ the right singular vector of $X$ belonging to $\sigma_{\min}$.

For steps of equal length $a$ at an angle $\theta\le90^\circ$,

$$X^TX=a^2\begin{pmatrix}1&\cos\theta\\ \cos\theta&1\end{pmatrix}$$

has eigenvalues $a^2(1\pm\cos\theta)$. Therefore

$$\sigma_{\min}=\sqrt2\,a\sin(\theta/2),\qquad \kappa(X)=\frac{\sigma_{\max}}{\sigma_{\min}}=\cot(\theta/2).$$

The condition number $\kappa$ bounds the relative error. From $kS=rX$ follows $k\|S\|_2\le\|r\|_2\|X\|_2$, and so $\|\delta r\|_2/\|r\|_2\le\kappa\,\|E\|_2/\|S\|_2$. Doubling both steps leaves $\kappa$ unchanged but halves the absolute error at fixed noise. Independence of direction is thus half of the design; length is the other half.

For random noise, each row of $EX^{-1}$ has mean square $s^2\|X^{-1}\|_F^2$, where $F$ denotes the root of the sum of squared entries. There are two rows, and for a $2\times2$ matrix $\|X^{-1}\|_F=\|X\|_F/|\det X|$. With step lengths $a$ and $b$,

$$\mathrm{rms}\,\|\delta r\|_F=\sqrt2\,ks\,\frac{\sqrt{a^2+b^2}}{ab\sin\theta}\;\xrightarrow{\;b=a\;}\;\frac{2ks}{a\sin\theta}.$$

If $b\ll a$ the result tends to $\sqrt2\,ks/(b\sin\theta)$: the shorter step sets the error even at a right angle.

Angles here are Euclidean in the $(c_1,c_2)$ plane, where the noise was assumed equal and independent. They change if $c_3$ replaces $c_2$. The perpendicular steps $(1,-1)$ and $(1,1)$ become $(1,0)$ and $(1,-2)$, which are $63^\circ$ apart.

## What squaring does

The error of $D$ is

$$\delta D=r\,\delta r+\delta r\,r+(\delta r)^2 .$$

Stack matrix columns into vectors and use $\mathrm{vec}(AYB)=(B^T\otimes A)\,\mathrm{vec}\,Y$. The linear part becomes $J\,\mathrm{vec}\,E$ with

$$J=kK(X^{-T}\otimes I),\qquad K=I\otimes r+r^T\otimes I,$$

and its rms size is $s\|J\|_F$. The ratio of this error to that of $r$ lies between the extreme singular values of $K$, which do not depend on the steps. The $1/\sin\theta$ growth therefore carries over to $D$ within a bounded factor.

Inside that factor, orientation matters. For nearly parallel steps, the poorly measured direction is the unit vector $n$ perpendicular to their bisector, and $\delta r\approx wn^T$ with a random isotropic vector $w$. Let each component of $w$ have variance $\tau^2$. The squared norm of $rwn^T+wn^Tr$ is $|rw|^2+|w|^2|r^Tn|^2+2(w^Trw)(n^Trn)$, with mean

$$\tau^2\left[\|r\|_F^2+2|r^Tn|^2+2(\mathrm{tr}\,r)(n^Trn)\right].$$

The error of $D$ is larger when the unresolved direction $n$ is one in which $r$ is large.

The quadratic part leaves a bias. With $Y=X^{-1}$ and $\langle E_{ia}E_{bc}\rangle=s^2\delta_{ib}\delta_{ac}$,

$$\langle(EYEY)_{ij}\rangle=\sum_{abc}\langle E_{ia}E_{bc}\rangle Y_{ab}Y_{cj}=s^2\sum_aY_{ai}Y_{aj},$$

so that

$$\langle\delta D\rangle=k^2s^2(XX^T)^{-1}.$$

This can be subtracted when $s$ is known and no results have been discarded. It grows as $1/\sin^2(\theta/2)$ for equal steps, in the direction $n$.

## Worked example

The example is a model with round parameters: an ideal solution at $k_BT=0.1$ eV with mean composition $(0.25,0.25,0.50)$. From $g=k_BT\sum_ic_i\ln c_i$ follows $G_{ij}=k_BT(\delta_{ij}/c_i+1/c_3)$. With a chosen $L$,

$$G=\begin{pmatrix}0.6&0.2\\0.2&0.6\end{pmatrix}\text{eV},\qquad L=\begin{pmatrix}50000&-10000\\-10000&20000\end{pmatrix}\frac{\text{Å}^2}{\text{eV s}},$$

$$D=LG=\begin{pmatrix}28000&4000\\-2000&10000\end{pmatrix}\frac{\text{Å}^2}{\text{s}},\qquad r=\begin{pmatrix}167.66&14.91\\-7.46&100.55\end{pmatrix}\frac{\text{Å}}{\text{s}^{1/2}}.$$

The anneal lasts $t=10^6$ s, so $k=1.7725\times10^{-3}$ s$^{-1/2}$. Steps have length $a=0.04$ and are placed symmetrically about the $c_1$ axis. Each profile has $N=240$ points at $h=10^4$ Å with $\sigma_c=0.0005$, which gives $s=5000\times0.0005\times\sqrt{240}=38.7$ Å.

At $90^\circ$ the steps are $(0.0283,-0.0283)$ and $(0.0283,0.0283)$. Noise-free sampled profiles give

$$S=\begin{pmatrix}2437.3&2913.3\\-1723.3&1485.3\end{pmatrix}\text{Å}.$$

Here $X^{-1}=\frac{1}{\sqrt2a}\begin{pmatrix}1&-1\\1&1\end{pmatrix}$, so for example $r_{11}=k(2437.3+2913.3)/(\sqrt2\times0.04)=167.65$ Å/s$^{1/2}$. The small deficit is the sampling error, which shifts the diagonal of $D$ by $-4.17$ Å²/s. An origin error of 20000 Å would add about 200 Å²/s.

The following table comes from 20000 simulated noise sets. The linear error of $D$ was isolated as half the difference between results with noise $+E$ and $-E$. The bias is the formula above; "rejected" counts failures of the trace and determinant conditions.

| $\theta$ | $\kappa$ | rms $\delta r$ (Å/s$^{1/2}$) | rms $\delta D$, linear (Å²/s) | bias of $D_{22}$ (Å²/s) | rejected |
|---|---|---|---|---|---|
| 90° | 1.0 | 3.4 | 940 | 3 | 0 |
| 30° | 3.7 | 6.9 | 1670 | 22 | 0 |
| 10° | 11.4 | 19.8 | 4730 | 194 | 0 |
| 5° | 22.9 | 39.5 | 9400 | 774 | 0.015% |
| 2° | 57.3 | 98.7 | 23500 | 4835 | 7.4% |

Relative to $\|D\|_F=30070$ Å²/s, the linear error is 3% at $90^\circ$, 16% at $10^\circ$ and 78% at $2^\circ$. Going from $90^\circ$ to $30^\circ$ only doubles the error of $r$, as $1/\sin\theta$ requires. At $5^\circ$ the bias is small beside the scatter of one experiment, but averaging the $D$ matrices of many experiments would not remove it. Averaging $r$ over $M$ repeated experiments before squaring divides it by $M$.

At $10^\circ$, turning the bisector in $1^\circ$ increments changes the linear rms error of $D$ from 4720 Å²/s, with the bisector near the $c_1$ axis, to 6030 Å²/s near the $c_2$ axis. The error of $r$ stays the same. The square root of the bracket derived above gives a ratio of rms errors of 1.28 between bisectors along the two axes: in the worse case $n$ lies along $c_1$, where $r$ is larger.

One noise set, used at two angles, shows where the error goes:

$$D_{90^\circ}=\begin{pmatrix}27540&4200\\-2440&9610\end{pmatrix},\qquad D_{5^\circ}=\begin{pmatrix}27550&7110\\-2070&4940\end{pmatrix}\text{Å}^2/\text{s}.$$

At $5^\circ$ the sum of the two amounts fixes the first column of $r$, with standard deviation $ks/[\sqrt2a\cos(\theta/2)]=1.2$ Å/s$^{1/2}$ per entry. Their difference fixes the second column, with $ks/[\sqrt2a\sin(\theta/2)]=28$ Å/s$^{1/2}$. In this noise set $r_{22}$ falls from 100.6 to 72.1 Å/s$^{1/2}$, and $D_{22}$ to half its true value. In atomic units, $a_0^2E_h/\hbar$, the $90^\circ$ result is $D_{11}=2.38\times10^{-12}$, $D_{12}=3.6\times10^{-13}$, $D_{21}=-2.1\times10^{-13}$ and $D_{22}=8.3\times10^{-13}$.

## Failure modes

**A wrong root hidden by squaring.** If noise makes $\det r<0$, the eigenvalues of $r$ are real with opposite signs, yet those of $r^2$ are both positive. At $2^\circ$ this happened in 1474 of the 20000 cases. The condition must therefore be applied before squaring. For a real $2\times2$ matrix, positive trace and determinant are equivalent to eigenvalues with positive real parts. Passing shows that $r$ is the principal root of the reported $D$, not that it is accurate. Complex eigenvalues with positive real parts also pass, although the model excludes them; they are detected by $(\mathrm{tr}\,r)^2<4\det r$. The "rejected" column does not count them; in the example they make up about 0.2% of the cases at $10^\circ$, 6% at $5^\circ$ and 16% at $2^\circ$.

**Collinear steps.** If $n\cdot\Delta=0$, then $(r+wn^T)\Delta=r\Delta$ for every $w$, so the crossed amounts cannot distinguish these roots. For the step $(0.04,0)$, lowering $r_{22}$ by 40 Å/s$^{1/2}$ changes $D_{22}$ from 10000 to 3560 Å²/s, while $S$ remains $(3783,-168)$ Å. The profiles do differ, by at most $1.8\times10^{-4}$ in mole fraction at the sampled points, below the noise of a single point. Summed over all points, the difference amounts to about two standard deviations of the noise even when every other parameter is known, so a fit to the whole profile could use it only weakly; this method discards it. If $\Delta$ is an eigenvector of $r$, it is also one of $r+wn^T$ with the same eigenvalue, and the profiles coincide too.

**Onsager symmetry as a diagnostic.** When $G$ is known, $L=DG^{-1}$ should be symmetric. The noisy example gives $L_{12}-L_{21}=1235$ Å²/(eV s) at $90^\circ$ and 3094 at $5^\circ$. In the latter case $L_{22}$ is 10570 instead of 20000, an error three times the asymmetry. A large asymmetry signals trouble in the data, in $G$ or in the model; a small one does not certify the result.

**Steps that are too long.** Longer steps reduce the noise error as $1/a$, but $D$ is constant only over a limited composition range. Both factors of $D=LG$ vary, and only their product matters. In the ideal solution the term $k_BT/c_1$ in $G_{11}$ falls from 0.435 to 0.370 eV as $c_1$ rises from 0.23 to 0.27, but if the atomic mobilities are independent of composition, $L$ carries factors $c_i$ that cancel the $1/c_i$ and $D$ changes far less. In real alloys the variation of $D$ also contains the composition dependence of the mobilities and of the non-ideal part of $g$, and must be judged case by case. The example held $D$ fixed; with real data this variation adds an error that the noise formulas do not contain. Both couples should therefore share the same mean composition, where $D$ is wanted. Exchanging the two ends of a couple mirrors its profile and reverses the sign of $S$, so at fixed mean $S$ is odd in $\Delta$. For a smoothly varying $D$ the first correction to $S$ is then cubic in the step, and the error of $r$ grows as $a^2$ for small steps. A useful step length is one at which this growing error is still no larger than the falling noise error, with the two steps taken in well-separated directions.
